# Adiabatic Heating of a Metal Line at Constant Current, part 2

We follow the temperature $T$ of a uniform metal line during a current pulse that starts at $t=0$. In the adiabatic model no heat leaves the metal, the dimensions are fixed, and the current density $j$ is uniform. With $C$ the constant heat capacity per unit volume and $\rho$ the resistivity, the energy balance is

$$C\frac{dT}{dt}=j^2\rho(T).$$

The resistivity follows the linear law

$$\rho(T)=\rho_0[1+\alpha(T-T_0)],$$

where $T_0$ is the starting temperature, and $\rho_0$ and the temperature coefficient $\alpha$ belong to $T_0$. The slope is $s=\alpha\rho_0$, the rise is $\theta=T-T_0$, and the resistivity ratio is $u=\rho/\rho_0=1+\alpha\theta$. The field along the line is $E=\rho j$. For constant $j$ the solution is

$$u=\frac{\rho}{\rho_0}=e^{t/\tau},\qquad \theta=\frac{u-1}{\alpha},\qquad \tau=\frac{C}{s\,j^2}.$$

The example is a tantalum line with rough values $\rho_0=25\ \mu\Omega\,\mathrm{cm}$ and $\alpha=0.0020\ \mathrm{K^{-1}}$ at $T_0=300$ K, so $1/\alpha=500$ K. Also $C=2.3\ \mathrm{J/(cm^3\,K)}$ and $j=200\ \mathrm{MA/cm^2}$, which give $\tau=1.15$ ns. The line is 400 nm thick, 1000 nm wide and 20,000 nm long, with cross-section $A=4\times10^{-9}\ \mathrm{cm^2}$.

In a pulse of 1.00 ns, $t/\tau=0.870$ and $u$ reaches 2.386. The rise is 693 K; at the constant initial heating rate it would be 435 K. The current is 0.80 A, and the voltage grows from 10.0 V to 23.9 V. Extrapolated, the model reaches the rough melting temperature of 3290 K after 2.23 ns. An extra constant resistivity of $20\ \mu\Omega\,\mathrm{cm}$ would leave $\tau$ unchanged but raise the 693 K to 1247 K.

**Q:** My supply holds the voltage, not the current. Surely a resistance that rises with temperature still gives exponential heating?

**A:** It does not. At constant voltage the field $E$ in the line is constant, and the heating per unit volume is $E^2/\rho$. It falls as the line gets hotter. To compare the two drives fairly, start both with the same power, so that $E=\rho_0j$, where $j$ is now the initial current density. The balance is

$$C\frac{d\theta}{dt}=\frac{(\rho_0j)^2}{\rho_0u}=\frac{j^2\rho_0}{u}.$$

Multiply by $\alpha/C$ and use $du/dt=\alpha\,d\theta/dt$:

$$\frac{du}{dt}=\frac{1}{\tau u},\qquad\text{so}\qquad \frac{d(u^2)}{dt}=2u\frac{du}{dt}=\frac2\tau .$$

With $u=1$ at the start,

$$u=\sqrt{1+\frac{2t}{\tau}}.$$

At 1.00 ns this gives $u=\sqrt{2.739}=1.655$ and a rise of $500\times0.655=327.5$ K. The constant-current rise is 693 K, and a line with constant resistivity would rise by 435 K. A positive $\alpha$ thus speeds up the heating at constant current and slows it down at constant voltage.

**Q:** A pulse generator is neither. It has an internal resistance.

**A:** Then the current stays nearly constant if the internal resistance is large compared with that of the line throughout the pulse. In the example the line goes from $10.0/0.80=12.5\ \Omega$ to $23.9/0.80=29.8\ \Omega$. Suppose that a constant source voltage acts through $50\ \Omega$. By the time the line had reached $29.8\ \Omega$, the current would have fallen to $(50+12.5)/(50+29.8)=0.78$ of its initial value. Such a source is not a good constant-current source for this line. The 693 K belongs to a current that is really held constant.

**Q:** No current starts instantly either. Must you begin again for a pulse with a finite rise time?

**A:** No, the same method works with one small change. If $j$ depends on time, the balance for $u$ is

$$\frac{du}{dt}=\frac{s\,j(t)^2}{C}\,u .$$

Divide by $u$, which is positive, and integrate from zero:

$$\ln u=\frac{s}{C}\int_0^tj(t')^2\,dt'.$$

The resistivity depends on the history of the current through this integral alone. Let the current density rise linearly to $j$ during a time $t_r$ and then stay there. For $t\ge t_r$,

$$\int_0^tj(t')^2dt'=j^2\int_0^{t_r}\frac{t'^2}{t_r^2}dt'+j^2(t-t_r)
=j^2\left(t-\frac{2t_r}{3}\right).$$

The ramp replaces $t$ by $t-2t_r/3$. With $t_r=0.10$ ns inside the pulse of 1.00 ns, the effective time is 0.933 ns and the rise is 626 K. That is 9.7 per cent below the value for an instant start.

**Q:** You lost less than 7 per cent of the time and almost 10 per cent of the rise.

**A:** That follows from the growth. Differentiating the solution gives the relative change of the rise per relative change of the time:

$$\frac{t}{\theta}\frac{d\theta}{dt}=\frac{t}{\tau}\,\frac{e^{t/\tau}}{e^{t/\tau}-1}.$$

At the end of the pulse this is $0.870\times2.386/1.386=1.50$. Since $j$ enters through $j^2t$, the corresponding factor for the current density is twice as large, about 3. An error of 1 per cent in $j$ changes the calculated rise by about 3 per cent.

**Q:** Now to my main doubt. The line sits on an oxide. You cannot just declare that no heat enters it.

**A:** I can estimate how much does. Let the line have bare sides and a bare top, with its lower face on silicon dioxide. Let $k_o$ and $C_o$ be the conductivity and the volumetric heat capacity of the oxide, $D=k_o/C_o$ its diffusivity and $z$ the depth below the line. I assume perfect thermal contact, heat flow along $z$ alone and an oxide deep enough to have no visible lower end.

First suppose that the oxide surface jumps by one kelvin at time zero. The oxide then warms by

$$f=\operatorname{erfc}(\eta),\qquad \eta=\frac{z}{2\sqrt{Dt}}.$$

To check this, use $d\operatorname{erfc}(\eta)/d\eta=-(2/\sqrt\pi)e^{-\eta^2}$. One finds

$$\frac{\partial f}{\partial t}=\frac{\eta\,e^{-\eta^2}}{\sqrt\pi\,t}=D\frac{\partial^2f}{\partial z^2},$$

so the heat equation holds. Also $f=1$ at the surface, and $f$ vanishes for all $z>0$ as $t\to0$. The heat flux into the oxide, per kelvin of the jump, is

$$-k_o\left.\frac{\partial f}{\partial z}\right|_{0}=\frac{k_o}{\sqrt{\pi Dt}}=\frac{e_o}{\sqrt{\pi t}},\qquad e_o=\sqrt{k_oC_o}.$$

The quantity $e_o$ is called the effusivity.

**Q:** The line does not jump by one kelvin. It warms gradually.

**A:** A gradual rise is a succession of small jumps, and the heat equation is linear, so their fluxes add. For a nearly linear rise $\theta=bt$ the jump during $dt'$ is $b\,dt'$, and

$$q(t)=\int_0^t\frac{e_ob\,dt'}{\sqrt{\pi(t-t')}}=\frac{2e_ob\sqrt t}{\sqrt\pi}.$$

Integrating once more gives the heat lost per unit area, $4e_ob\,t^{3/2}/(3\sqrt\pi)$. A film of thickness $d$ and uniform temperature holds the heat $Cd\,bt$ per unit area. The lost fraction is therefore

$$F=\frac{4e_o\sqrt t}{3\sqrt\pi\,Cd}.$$

The adiabatic solution requires $F\ll1$. Here $k_o=1.4$ W/(m K) and $C_o=1.65\ \mathrm{J/(cm^3\,K)}$ give $e_o=1520\ \mathrm{J/(m^2\,K\,s^{1/2})}$. With $d=400$ nm and $t=1.00$ ns the result is $F=3.9$ per cent.

**Q:** But your rise is not linear, and the film need not be uniform once its lower face is cooled.

**A:** Both points are fair, so I also solved the heat flow in film and oxide together, with the temperature-dependent heating included and $j$ kept the same at every depth. The film conductivity, 29.3 W/(m K), comes from the Wiedemann–Franz law at 300 K. A finite-volume calculation and a numerical inversion of the Laplace transform both give a mean rise of 664 K, which is 4.1 per cent below the adiabatic value. Both keep the conductivities and the oxide heat capacity at their 300 K values, although the contact reaches almost 900 K. Letting these rise with temperature, with rough values, lowers the result by about 5 K more, to a loss near 5 per cent. The closeness to $F$ should not be taken as a measure of the accuracy of the simple estimate, because several differences between the two calculations act together.

An imperfect contact would add a thermal resistance between metal and oxide and reduce the loss. A line buried in oxide would lose more. As long as heat penetrates only a short way compared with the cross-section, the loss is proportional to the contact area. The perimeter is 2800 nm instead of the 1000 nm of the lower face, so the simple estimate becomes $2.8\times3.9=11$ per cent.

**Q:** What about the ends of the line, where it joins cold metal?

**A:** Heat travels along the metal over a distance of order $\sqrt{kt/C}$, where $k$ is the film conductivity. This is 113 nm in 1.00 ns, compared with a length of 20,000 nm. The ends are cooler, but most of the line does not feel them during the pulse.

**Q:** Suppose I wait longer. Does the exponential eventually win against the loss?

**A:** Not necessarily. A simple loss model shows the competition. Let the line lose the power $g\theta$ per unit volume, with constant $g$. This is not the law for the oxide during a short pulse, but it can represent a steady path to a heat sink. Then

$$C\frac{d\theta}{dt}=j^2\rho_0+(s\,j^2-g)\theta .$$

If $s\,j^2>g$, the heating rate $d\theta/dt$ still grows exponentially, with the smaller rate constant $(s\,j^2-g)/C$. If $s\,j^2<g$, it settles at $\theta=j^2\rho_0/(g-s\,j^2)$. In the adiabatic model $g=0$, so with $\alpha>0$ there is growth at any current.

**Q:** You also took a constant heat capacity and a straight line for the resistivity, over 693 K.

**A:** For tantalum the heat capacity rises slowly, and the resistivity bends below the straight line. I use rough corrections: $C$ is multiplied by $1+(1.5\times10^{-4}\ \mathrm{K^{-1}})\theta$, and $(1.0\times10^{-5}\ \mu\Omega\,\mathrm{cm/K^2})\,\theta^2$ is subtracted from $\rho$. Each lowers the heating rate $j^2\rho/C$ at every positive rise, so each must lower the final temperature.

The first gives a rise of 652 K, the second 667 K, and both together 630 K. The joint correction is $-9.1$ per cent relative to the simple model. If $\rho/C$ stays below its simple value at higher temperatures too, the time of 2.23 ns to reach the melting temperature is too short.

**Q:** Is anything else hiding at such a current density?

**A:** The other effects I estimated are smaller.

- At the end of the pulse the radiated power is less than $10^{-6}$ of the initial electrical power.
- Free thermal expansion would be about 0.5 per cent in each direction.
- With a rough electron–lattice coupling of $3\times10^{17}\ \mathrm{W/(m^3\,K)}$, the electrons are at most about 8 K hotter than the lattice at the end.
- The current spreads over the cross-section within about $\mu_0A/\rho_0=2$ ps, where $\mu_0$ is the magnetic constant. This is short compared with the ramp.
- If the full final voltage stood across 1000 nm of oxide, the field would be 0.24 MV/cm, well below the breakdown field of good oxide, which is roughly 10 MV/cm.

**Q:** Then how should I place your 693 K beside a real interconnect?

**A:** As the result of an idealised nanosecond overload, of the kind met in the fastest electrostatic discharges. Discharges that last of order 100 ns are not adiabatic for this line, since $F$ is then already about 39 per cent. In copper interconnects tantalum usually serves as a thin barrier layer and not as the main conductor, so a 400 nm tantalum line is closer to a test structure. The resistivity used here suits the alpha phase. Beta-phase films have a much higher resistivity and a small, often negative, temperature coefficient, and this $\tau$ does not apply to them. The current density is far above that of continuous operation, which is roughly a few $\mathrm{MA/cm^2}$ at most.

For this line the oxide loss lowers the rise by 4 per cent, the material corrections by 9 per cent and the current ramp by 10 per cent, each taken against the same ideal value. Their sum is 23 per cent. The sum overstates the joint effect, which is nearer 20 per cent, so it is only a rough guide. A source that fails to hold the current would add to it and can be the largest single correction: the $50\ \Omega$ source considered above lowers the adiabatic rise by about 23 per cent on its own.

**Q:** Could I use the same formula for a slow overload at a few $\mathrm{MA/cm^2}$?

**A:** Not for this line. At $2\ \mathrm{MA/cm^2}$ the current density is a hundred times smaller, so $\tau$ is ten thousand times longer, about 11.5 µs. Over such a time the estimate $F$, which grows as $\sqrt t$, exceeds 1. It has then lost its meaning as a fraction, and the adiabatic assumption has failed.

A thinner line fails earlier, because $F$ is proportional to $1/d$. At 40 nm the same estimate gives 39 per cent after 1.00 ns. Before using the exponential, one should therefore compare the pulse with two times: $\tau$, which tells whether the change of resistivity matters, and the time at which $F$ is no longer small. $F$ was derived for a linear rise and contact on the lower face alone. For pulses longer than $\tau$ the loss also slows the growth, so the error in the rise exceeds $F$ (for this line about 8 per cent against $F=6$ per cent at 2.23 ns), and a buried line needs the larger contact area. The calculated final temperature must also lie below the melting point and within the range where the linear law and a constant $C$ are acceptable. The numerical output below lists the values for the example.

## Calculated quantities

```
Start temperature: 300 K
Resistivity at start: 25.0 microohm cm
Temperature coefficient: 0.0020 1/K
Resistivity slope: 0.050 microohm cm/K
Heat capacity: 2.30 J/(cm3 K)
Current density: 200 MA/cm2
Pulse length: 1.00 ns
Line thickness, width, length: 400, 1000, 20000 nm
Initial heating rate: 434.8 K/ns
Characteristic time tau: 1.150 ns = 1150 ps
Resistance doubling time: 0.797 ns
1/alpha: 500 K; zero-resistivity temperature: -200 K
t=0.25 ns: T=421.4 K, rise=121.4 K, linear rise=108.7 K, fixed-voltage rise=98.9 K
t=0.50 ns: T=572.3 K, rise=272.3 K, linear rise=217.4 K, fixed-voltage rise=183.7 K
t=0.75 ns: T=759.9 K, rise=459.9 K, linear rise=326.1 K, fixed-voltage rise=259.0 K
t=1.00 ns: T=992.9 K, rise=692.9 K, linear rise=434.8 K, fixed-voltage rise=327.5 K
Pulse length / tau: 0.8696
Resistivity ratio at end: 2.386
Current: 0.80 A
Voltage at start and end: 10.00, 23.86 V
Energy delivered: 12.75 nJ
Melting temperature (rough): 3290 K
Time to melting temperature, extrapolated: 2.23 ns
Extra constant resistivity: 20 microohm cm
With it: rise=1247.3 K, growth time=1.150 ns
Oxide conductivity: 1.40 W/(m K); heat capacity: 1.65 J/(cm3 K)
Oxide effusivity: 1520 J/(m2 K s^0.5)
Film conductivity (Wiedemann-Franz): 29.3 W/(m K)
Simple loss estimate at pulse end: 3.93 %
Rise with oxide loss, finite volumes: 664.3 K (-4.1 %)
Rise with oxide loss, Laplace: 664.3 K
Heat capacity growth (rough): 1.50e-04 1/K
Rise with growing heat capacity: 651.7 K (-6.0 %)
Resistivity curvature (rough): 1.0e-05 microohm cm/K2
Rise with curved resistivity: 666.9 K (-3.8 %)
Rise with both material changes: 630.1 K (-9.1 %)
Current ramp time: 0.10 ns
Rise with current ramp: 625.7 K (-9.7 %)
Heat diffusion length along line: 113 nm
Radiated / initial electrical power: 1.4e-07
Free linear thermal expansion: 0.45 %
Electron-lattice coupling (rough): 3e+17 W/(m3 K)
Electron-lattice temperature difference at end: 8 K
Current redistribution time scale: 2.0 ps
Oxide thickness: 1000 nm
Largest field across oxide: 0.24 MV/cm
```
